# Sternheimer equation for metals at finite wavevector and frequency, part 2

We want the first-order Kohn–Sham density response of a metal with smeared occupations, without computing states above a chosen energy $E_c$. The algebra is in atomic units. Bloch states obey $H_{\mathbf k}u_{n\mathbf k}=\varepsilon_{n\mathbf k}u_{n\mathbf k}$, $H_{\mathbf k}=\tfrac12(\mathbf p+\mathbf k)^2+V$, with $V$ local and real. The cell volume is $\Omega$, the number of $\mathbf k$ points $N_k$, the spin factor $g=2$ and the electron density $n$. Occupations are $f(x)$, $x=(\varepsilon-\mu)/\sigma$, and $f'=df/d\varepsilon$.

The perturbation is $\delta V(\mathbf r)e^{i(\mathbf q\cdot\mathbf r-zt)}$, $z=\omega+i\eta$. As labels, $n$ is a state at $\mathbf k=\boldsymbol\kappa-\mathbf q/2$ and $m$ one at $\mathbf k+\mathbf q$; $\delta V_{mn}=\langle u_m|\delta V|u_n\rangle$, $M_{mn}=\langle u_m|u_n\rangle$. The induced density is
$$\delta n(\mathbf r)=\frac{g}{N_k\Omega}\sum_{\mathbf k}\sum_{nm}T_{nm}(z),\qquad T_{nm}(z)=\frac{f_n-f_m}{\varepsilon_n-\varepsilon_m+z}\,u_n^*u_m\,\delta V_{mn}.\tag{1}$$
It defines $\delta n_{\mathbf G}=\sum_{\mathbf G'}\chi^0_{\mathbf G\mathbf G'}\delta V_{\mathbf G'}$, with head $\chi^0_{00}$.

The window $W$ holds all states with $\varepsilon<E_c$. Setting $f$ to zero outside $W$ defines $\bar f$ and the truncated sum. With $n_{\rm out}$ the electron density above $E_c$,
$$|\Delta\chi^0_{00}|\le 2n_{\rm out}/\eta.\tag{2}$$

Time reversal maps $T_{nm}(z)$ at $\mathbf k$ to $T_{mn}(-z)$ at $-\mathbf k-\mathbf q$. For any weights with $w_{mn}+w_{nm}=1$,
$$\delta n=\frac{g}{N_k\Omega}\sum_{\mathbf k nm}w_{mn}\,[T_{nm}(z)+T_{nm}(-z)].\tag{3}$$

Inside $W$ take $w_{mn}=\theta_{mn}=\theta((\varepsilon_m-\varepsilon_n)/\sigma)$, $\theta(x)+\theta(-x)=1$. With $P$ the projector on $W$ at $\mathbf k+\mathbf q$ and $\alpha$ a shift,
$$\beta^\pm_{nm}=f_n\theta_{nm}+f_m\theta_{mn}+\alpha\,\theta_{mn}\frac{f_n-f_m}{\varepsilon_n-\varepsilon_m\pm z},\tag{5}$$
$$(H_{\mathbf k+\mathbf q}+\alpha P-\varepsilon_n\mp z)|\Delta u_n^\pm\rangle=-\Big[f_n-\sum_{m\in W}\beta^\pm_{nm}|u_m\rangle\langle u_m|\Big]\delta V|u_n\rangle.\tag{6}$$
Summing $(g/N_k\Omega)\,u_n^*\Delta u_n^\pm$ over $\mathbf k$, $n\in W$ and both signs gives the truncated (1) for $\eta>0$, whatever $\theta$ and $\alpha$.

The operator on the left of (6) is $A^\pm$. If only states with $\varepsilon_n<E_s<E_c$ are solved for, Fermi–Dirac $f$ and the logistic $\theta_{mn}=1/(1+e^{x_n-x_m})$ bound each dropped weight $w_{mn}|\bar f_n-\bar f_m|$ by $e^{-x_n}$. For large enough $\alpha$, $0\le\omega<E_c-E_s$ suffices for positive definite $A^\pm$.

Does one equation hold both the static and the optical long-wavelength limits?

**A.** Take the head of (3) with $w=\tfrac12$ for all pairs, an allowed choice, and $d=\varepsilon_n-\varepsilon_m$. Since $\tfrac12[1/(d+z)+1/(d-z)]=d/(d^2-z^2)$,
$$\chi^0_{00}=\frac{g}{N_k\Omega}\sum_{\mathbf k nm}|M_{mn}|^2\frac{(f_n-f_m)\,d}{d^2-z^2}.\tag{7}$$
For small $q$ and non-degenerate bands, $H_{\mathbf k+\mathbf q}-H_{\mathbf k}=\mathbf q\cdot(\mathbf p+\mathbf k)+q^2/2$ gives by first-order perturbation theory $|M_{nn}|^2=1+O(q^2)$, and $|M_{mn}|^2\to|\mathbf q\cdot\mathbf p_{mn}|^2/d^2$ for $m\ne n$. For the intraband pair $d\to-\mathbf q\cdot\mathbf v_n$ with $\mathbf v=\nabla_{\mathbf k}\varepsilon$, and $f_n-f_m\to f_n'd$, so its term is $f'_nd^2/(d^2-z^2)$.

At $z=0$ this is $f'_n$, the interband terms vanish as $q^2$, and $\chi^0_{00}\to(g/N_k\Omega)\sum f'=-\partial n/\partial\mu$, because $f$ depends on $\varepsilon-\mu$.

At fixed $z\ne0$ and $|d|\ll|z|$ it is $-f'_n(\mathbf q\cdot\mathbf v_n)^2/z^2$, so that
$$\frac{\chi^0_{00}}{q^2}\to\frac{D}{z^2}+\frac{g}{N_k\Omega}\sum_{\mathbf k,\,n\neq m}\frac{(f_n-f_m)|\hat{\mathbf q}\cdot\mathbf p_{mn}|^2}{d^2(d+z)},\qquad D=-\frac{g}{N_k\Omega}\sum_{\mathbf kn}f_n'(\hat{\mathbf q}\cdot\mathbf v_n)^2,\tag{8}$$
with the interband part written in the form (1). The ratio $z/(\mathbf q\cdot\mathbf v)$ selects the limit, and it enters (6) through $\beta$.

For $|z|$ large against the relevant $|d|$, (7) becomes $-z^{-2}(g/N_k\Omega)\sum|M|^2(f_n-f_m)d$. The time-reversal map makes the $f_m$ half equal to the $f_n$ half, and completeness gives $\sum_m|M_{mn}|^2d=\langle u_n|\varepsilon_n-H_{\mathbf k+\mathbf q}|u_n\rangle=-\mathbf q\cdot\langle\mathbf p+\mathbf k\rangle_n-q^2/2$. The first term is odd in $\mathbf k$ and drops from the converged zone integral, leaving $\chi^0_{00}\to nq^2/z^2$, the f-sum rule. All three limits are asserted by the program.

**Q.** That is the independent-particle response. Where is the time-dependent density functional theory?

**A.** In $\delta V$, which is the total Kohn–Sham perturbation. In the adiabatic local density approximation (ALDA),
$$\delta V_{\mathbf G}=\delta V^{\rm ext}_{\mathbf G}+\sum_{\mathbf G'}K_{\mathbf G\mathbf G'}\delta n_{\mathbf G'},\qquad K_{\mathbf G\mathbf G'}=\frac{4\pi\,\delta_{\mathbf G\mathbf G'}}{|\mathbf q+\mathbf G|^2}+f^{xc}_{\mathbf G-\mathbf G'},$$
with $f^{xc}(\mathbf r)=dv_{xc}/dn$ at the ground-state density; the RPA omits $f^{xc}$. The same $\delta V$ drives both signs in (6). Since (6) yields $\delta n=\chi^0\delta V$, the fixed point obeys $\delta n=\chi^0(\delta V^{\rm ext}+K\delta n)$, so $\delta n=\chi\,\delta V^{\rm ext}$ with $\chi=(1-\chi^0K)^{-1}\chi^0$, the Dyson equation. A test charge sees $\epsilon^{-1}_{00}=1+v\chi_{00}$ with $v=4\pi/q^2$.

**Q.** In ground-state work I can choose the smearing function for convenience. Can I here?

**A.** The identity between (6) and (1) used no property of $f$, but the sign of the absorption does. In (7), $\mathrm{Im}\,z^2=2\omega\eta$, so $\mathrm{Im}[1/(d^2-z^2)]=2\omega\eta/|d^2-z^2|^2>0$ for $\omega,\eta>0$. Each pair contributes to $\mathrm{Im}\chi^0_{00}$ with the sign of $(f_n-f_m)(\varepsilon_n-\varepsilon_m)$. A non-increasing $f$ makes every such product non-positive and guarantees $\mathrm{Im}\chi^0_{00}\le0$. Fermi–Dirac occupation has this property and describes a temperature $k_BT=\sigma$. First-order Methfessel–Paxton smearing, $f=\tfrac12\mathrm{erfc}\,x-xe^{-x^2}/(2\sqrt\pi)$, turns negative above $\mu$ and then rises to zero, so some pairs are inverted. Inverted pairs remove the guarantee but do not by themselves produce gain. In the three-dimensional free gas at $\eta\to0$ the transverse integral gives $\mathrm{Im}\chi^0=-(g/4\pi q)\int_{\varepsilon_-}^{\varepsilon_+}f\,d\varepsilon$ with $\varepsilon_\pm=(\omega/q\pm q/2)^2/2$, so there the gain needs $f<0$, and a non-monotonic but positive $f$ gives none. For a free gas with $\mu=3$ eV, $\sigma=0.2$ eV, $q=0.05$ Å$^{-1}$ and $\eta=2.7\times10^{-5}$ eV, it gives $\mathrm{Im}\chi^0=+3.0\times10^{-4}$ eV$^{-1}$Å$^{-3}$ at 0.356 eV. That gain is 1.7% of the largest absorption on the same 65-point scan, $1.78\times10^{-2}$; the $\eta\to0$ formula puts the maximum at $3.2\times10^{-4}$. The Fermi–Dirac result stays negative throughout, with maximum $-4.7\times10^{-5}$.

**Q.** You keep citing a model. State it and work a case by hand.

**A.** It is a layered three-dimensional metal with the Kohn–Sham potential taken as given, $V(x)=2V_1\cos Gx+2V_2\sin2Gx$, $G=2\pi/a$, which has no inversion centre, and free motion in $y$ and $z$. The parameters are $a=3$ Å, $V_1=0.5$ eV, $V_2=0.3$ eV, $n=0.025$ Å$^{-3}$, $\sigma=0.1$ eV, $q=0.1$ Å$^{-1}$ along $x$, $z=0.5+0.2i$ eV, $\alpha=30$ eV, with 301 values of $\kappa$ and 13 plane waves. Energies are $\varepsilon_n(k_x)+k_\perp^2/2$, so differences and matrix elements do not depend on $k_\perp$, and (6) is linear in $f$. The transverse integral can be done first, with $s=k_\perp^2/2$ and $d^2k_\perp=2\pi\,ds$:
$$F(\varepsilon)=\frac{g}{2\pi}\int_0^\infty\frac{ds}{1+e^{(\varepsilon+s-\mu)/\sigma}}=\frac{g\sigma}{2\pi}\ln\big(1+e^{-x}\big).$$
Then $F$ replaces $gf$, $a$ replaces $\Omega$, and the window refers to the subband energy $\varepsilon_n(k_x)$. Because $\ln(1+y)\le y$, the bound on dropped weights becomes $(g\sigma/2\pi)e^{-x_n}$. Fixing $n$ gives $\mu=3.0666$ eV. Band 1 spans $-0.033$ to 3.667 eV and band 2 spans 4.667 to 16.42 eV. The window is $E_c=\mu+30\sigma=6.067$ eV.

Take the band-1 pair at $k_\perp=0$, $\kappa=0.918$ Å$^{-1}$, which straddles $\mu$: $\varepsilon_n=2.77715$ eV, $\varepsilon_m=3.38770$ eV. Then $x_n=-2.894$, $x_m=3.2115$, $f_n=0.94755$, $f_m=0.03874$ and $\theta_{mn}=1/(1+e^{-6.1055})=0.99777$. In (5),
$$f_n\theta_{nm}+f_m\theta_{mn}=0.00211+0.03865=0.0408,$$
$$\alpha\theta_{mn}(f_n-f_m)=30\times0.99777\times0.90881=27.204\ \text{eV},$$
and with $d=-0.61055$ eV,
$$\beta^+=0.0408+\frac{27.204}{-0.11055+0.2i}=-57.55-104.19i,$$
$$\beta^-=0.0408+\frac{27.204}{-1.11055-0.2i}=-23.69+4.27i .$$
The pair is 0.11 eV from resonance, and $\beta^+$ carries that near pole. Summing all solutions,
$$\chi^0_{00}=(-1.454-7.125i)\times10^{-3}\ \text{eV}^{-1}\text{Å}^{-3}=(-5.865-28.73i)\times10^{-3}\ \text{a.u.}$$
The part of $\Delta u$ outside $W$ contributes $-1.3\times10^{-6}$ eV$^{-1}$Å$^{-3}$, or $2\times10^{-4}$ of $|\chi^0_{00}|=7.27\times10^{-3}$. The rest comes from pairs in $W$, which include the intraband pairs and transitions into the lower part of band 2.

Lowering $E_c$ to $\mu+2\sigma$, $\mu+4\sigma$ and $\mu+20\sigma$ produces errors of $4.5\times10^{-6}$, $9.8\times10^{-7}$ and $4.5\times10^{-14}$ eV$^{-1}$Å$^{-3}$ against the untruncated sum; the bounds (2) are $2.8\times10^{-5}$, $4.9\times10^{-6}$ and $3.3\times10^{-13}$. Because the cut at $E_c$ is sharp, these six numbers belong to the 301-point mesh; on a dense mesh they grow by roughly 10 to 25%, with each error still below its bound. With $E_s=\mu+10\sigma=4.067$ eV, which lies in the gap, band 1 alone is solved for. The error relative to the full-window $\chi^0_{00}$ is $2.0\times10^{-9}$ with the logistic step and $5.6\times10^{-4}$ with $\theta=\tfrac12$. The lowest eigenvalue of $A^+$ over the mesh is 1.935 eV at $\omega=1$ eV ($-1.617$ eV for $\alpha=0$) and $-3.065$ eV at $\omega=6$ eV. Both read $2.935\ \text{eV}-\omega$, so on this mesh definiteness lasts to about 2.9 eV, beyond the sufficient limit $E_c-E_s=2$ eV. The value depends on how close a mesh point falls to the sharp edge $E_c$, and it tends to 2.85 eV as the mesh is refined.

**Q.** Do the two long-wavelength limits and the screening come out in numbers?

**A.** At $q_s=3.779\times10^{-4}$ Å$^{-1}$ the static head is $-0.012172$ eV$^{-1}$Å$^{-3}$, and a finite difference of $n(\mu)$ gives $\partial n/\partial\mu=0.012172$. For the dynamic head write $q^2D/z^2=\omega_D^2/(vz^2)$ with $\omega_D=\sqrt{4\pi D}=5.762$ eV. From $v=18095$ eV Å$^3$ at $q=0.1$ Å$^{-1}$, $v(q_s)=18095\times(0.1/3.77945\times10^{-4})^2=1.2668\times10^9$ eV Å$^3$. With $z^2=0.21+0.2i$ eV$^2$,
$$\frac{33.200}{1.2668\times10^9\,(0.21+0.2i)}=(6.544-6.233i)\times10^{-8}\ \text{eV}^{-1}\text{Å}^{-3}.$$
The interband part of (8) multiplies this by $1-0.00046-0.00047i$, giving $(6.538-6.233i)\times10^{-8}$, the value that (6) returns.

For screening at $q=0.1$ Å$^{-1}$, with Slater exchange and Perdew–Wang correlation, the cell average of $f^{xc}$ is $f_0=-62.44$ eV Å$^3$. Keeping the head alone, $\epsilon^{-1}_{00}=1+v\chi^0/[1-(v+f_0)\chi^0]=(1-f_0\chi^0)/[1-(v+f_0)\chi^0]$. With $v\chi^0=-26.32-128.92i$ and $f_0\chi^0=0.091+0.445i$,
$$\epsilon^{-1}_{00}\approx\frac{0.909-0.445i}{27.23+128.48i}=-0.00188-0.00747i .$$
The full result with five $\mathbf G$ vectors is $-0.00182-0.00748i$; the local fields left out of the estimate change it by under 1% of its modulus.

**Q.** And the plasmon? I would expect ALDA to lower it by the factor $\sqrt{1+f_0/v}$.

**A.** The output does not show that. The loss function $-\mathrm{Im}\,\epsilon^{-1}_{00}$ at $\eta=0.2$ eV peaks at 5.861 eV (0.2154 Ha) in both approximations: 5.8614 eV with height 9.92 in RPA, 5.8608 eV with height 9.78 in ALDA. The peak lies between $\omega_D=5.762$ eV ($D/n=0.963$) and $\sqrt{4\pi n}=5.871$ eV. Your estimate follows from $1=(v+f_0)\chi^0_{00}$ with $\chi^0_{00}\propto1/\omega^2$, and predicts a shift of $5.86\times(-62.44)/(2\times18095)=-0.010$ eV, against a computed $-0.0006$ eV. The estimate omits the local fields, and these are not of higher order in $q$. At fixed $z$ the wings $\chi^0_{0G}$ are $O(q)$, since $M_{mn}$ is $O(q)$ for interband pairs; the intraband pairs enter through $(f_n-f_m)d/(d^2-z^2)$, as in (7), and add only $O(q^2)$. The term $\chi^0_{0G}K_{GG'}\chi^0_{G'0}$ is then $O(q^2)$ like $\chi^0_{00}$ itself, whereas $f_0/v$ is a relative correction of order $q^2$. At $G=2.094$ Å$^{-1}$ the Coulomb kernel is about $18095\times(0.1/2.094)^2=41$ eV Å$^3$, smaller than $|f_0|$, so ALDA reverses the sign of these diagonal elements of $K$. That this accounts for the near cancellation is a conjecture; the program does not separate the contributions. Since the head correction scales as $q^2$ and the local-field correction does not vanish with $q$, the near equality of the two peaks at this $q$ should not be expected at other $q$.

**Q.** The agreement with (1) could hide an error common to both. What is independent?

**A.** Equation (6) matches the truncated sum over states to $1.4\times10^{-13}$ of the largest element, over two occupation functions, two windows, three frequencies and three pairs $(\theta,\alpha)$. Two further tests, in a supercell, do not use (1); a third compares with the closed form that (1) takes for free electrons. In the four-cell supercell, diagonalizing the perturbed Hamiltonian at fixed electron number reproduces the static head to $5\times10^{-9}$, and propagating the orbitals in time under a real field growing as $e^{\eta t}$ reproduces the head at $z=2+1.5i$ eV to $1.4\times10^{-6}$, both relative to the Sternheimer value. At $V=0$ the head agrees with the closed-form Lindhard function averaged over $\mu$ with weight $-f'$ to $1.4\times10^{-13}$ of that function. At the ALDA peak, Pulay iteration of (6) reaches $\epsilon^{-1}_{00}=0.7214-9.7818i$ in five steps, equal to the Dyson inversion. The program obtains the states in $W$ by full diagonalization and solves (6) directly, so it checks the equations and not the cost of an iterative solver; its output follows.

## Values computed for the example and the checks

```
a = 3 A
V1 = 0.5 eV
V2 = 0.3 eV
n = 0.025 A^-3
sigma = 0.1 eV
q = 0.1 A^-1
eta = 0.2 eV
omega = 0.5 eV
alpha = 30 eV
k points = 301 
plane waves = 13 
mu = 3.06655 eV
band 1: -0.0326 to 3.6671 eV; band 2: 4.6670 to 16.4218 eV
Ec (xc=30) = 6.06655 eV
Es (xs=10) = 4.06655 eV
max rel dev Sternheimer vs truncated sum = 1.36572e-13 
rel dev on non-invariant 7-point mesh = 0.0704822 
chi0_00 = -0.0014544-0.00712474j eV^-1 A^-3 = -0.00586458-0.0287292j a.u.
chi0_00 W part = -0.00145305-0.00712473j, rest = -1.34395e-06-1.15516e-08j eV^-1 A^-3
xc=2: error 4.480e-06, bound 2.778e-05 eV^-1 A^-3
xc=4: error 9.761e-07, bound 4.871e-06 eV^-1 A^-3
xc=20: error 4.546e-14, bound 3.257e-13 eV^-1 A^-3
pair (k_perp=0): kappa=0.91847 A^-1, e_n=2.77715, e_m=3.38770 eV
pair: f_n=0.94755, f_m=0.03874, theta_mn=0.99777
pair: beta(+1) = -57.5464-104.189j
pair: beta(-1) = -23.6855+4.27291j
condition number at eta=1e-5 eV: no projector 6.065e+07, with alpha P 3.814e+01
xs=10 rel error: logistic theta 1.964e-09, theta=1/2 5.635e-04
lowest eigenvalue: w=1 eV 1.9351 (alpha=0: -1.6170), w=6 eV -3.0649 eV
supercell static rel dev = 5.12637e-09 
mu shift ratio on doubling dV: q=G/4 3.9999, q=G 2.0027
real-time rel dev at z=2+1.5i eV = 1.43611e-06 
Lindhard rel dev = 1.37451e-13 
small q = 0.000377945 A^-1
dn/dmu = 0.0121718 eV^-1 A^-3
chi0_00(small q, z=0) = -0.0121718 eV^-1 A^-3
chi0_00(small q, z) = 6.5383e-08-6.2329e-08j eV^-1 A^-3; interband/Drude = -0.0004584-0.0004703j
D/n = 0.963121 
sqrt(4 pi D) = 5.76193 eV
sqrt(4 pi n) = 5.87121 eV
n0(x) from 0.02130 to 0.02893 A^-3; mean fxc = -62.4426 eV A^3
4 pi/q^2 = 18095.1 eV A^3
RPA plasmon peak = 5.8614 eV = 0.21540 Ha, height 9.9224
ALDA plasmon peak = 5.8608 eV = 0.21538 Ha, height 9.7818
ALDA eps^-1_00 at peak: Pulay 0.721416-9.78175j (5 steps), Dyson 0.721416-9.78175j
ALDA eps^-1_00 at omega: -0.0018236-0.00747642j
free gas mu=3 eV, sigma=0.2 eV, q=0.05 A^-1, eta=2.72e-05 eV
MP: max Im chi0 = 3.015e-04 at 0.3564 eV, min -1.784e-02 eV^-1 A^-3
FD: max Im chi0 on same scan = -4.74606e-05 eV^-1 A^-3
```
